# Saturation exposure of a deep cylindrical hole in atomic layer deposition, part 1

(Sections cited here and not found follow in the second part.)

## First half: the three-halves law and its proof

A precursor pulse that coats one hole must be rescaled for a hole twice as deep. The person who sets up the calculation has to decide whether the exposure should be doubled or quadrupled, and whether the sticking probability must enter at all. For a sufficiently deep hole the exposure is quadrupled and the sticking probability drops out of the leading term. What remains is the aspect ratio, the number of adsorption sites per wall area and the effusive flux at the mouth.

### Setting and statement

A cylindrical hole has diameter $d$, depth $L$ and aspect ratio $a=L/d$. Its cross-section is $A=\pi d^2/4$. A gas of pressure $P$, temperature $T$ and molecular mass $m$ stands above the mouth and sends the flux $J$ (molecules per area and time) into it. A saturated wall holds $K$ molecules per area. Gaussian (cgs) units are used, and $k$ is Boltzmann's constant. The exposure is measured by the dimensionless number

$$\Phi=\frac{Jt}{K},$$

which counts how many molecules have struck a piece of the mouth plane for each site on an equal area of wall.

The assumptions are these.

1. Molecules collide with the wall and not with one another (free-molecular flow).
2. A molecule that does not stick leaves the wall by the cosine law, without memory of its arrival.
3. Adsorption is irreversible and stops when $K$ is reached. By-products neither block sites nor impede the flow.
4. The film formed in one pulse is thin compared with $d$.
5. The flow is quasi-steady: at each front position it has the value belonging to a front at rest.
6. The front is sharp. Down to depth $x$ the wall is full and reflects every molecule; every molecule that passes $x$ is bound, and the sites are filled in order of depth.

**Theorem.** Under these assumptions the exposure $\Phi(a)$ that saturates the hole obeys

$$\lim_{a\to\infty}\frac{\Phi(a)}{a^2}=\frac32 ,$$

so that to leading order in the aspect ratio

$$Pt=\frac32\left(\frac Ld\right)^2K\sqrt{2\pi mkT}.$$

The coefficient belongs to depth over diameter. With the radius $r=d/2$ one has $L/d=L/(2r)$, and the same law reads $\Phi=\tfrac38(L/r)^2$.

The proof needs the flux at the mouth, the statistics of one flight across the hole, and the fraction of molecules that get through a long reflecting tube.

### Lemma 1: the flux at the mouth

$$J=\frac{P}{\sqrt{2\pi mkT}} .$$

*Proof.* Let $w$ be the velocity component towards the mouth and $n$ the number density. Molecules with component $w>0$ contribute $nw$ times their Maxwell weight, hence

$$J=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty w\,e^{-mw^2/2kT}\,dw
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}} .$$

Inserting $n=P/kT$ gives the result. Because the velocities in the gas are isotropic, the number that crosses the mouth per solid angle is proportional to the cosine of the angle with the axis. The mouth therefore emits by the cosine law, as the wall does. $\square$

### Lemma 2: the mean square flight

Let $\zeta$ be the axial distance covered in one flight from wall to wall in an infinitely long cylinder. Then $\langle\zeta\rangle=0$ and

$$\langle\zeta^2\rangle=\frac{2d^2}{3}.$$

*Proof.* Put the origin at the point of departure, with one coordinate $p$ along the inward normal, one coordinate $q$ along the tangent of the circular section, and $z$ along the axis. The wall is the surface $(p-d/2)^2+q^2=d^2/4$, which is the same as $p^2+q^2=dp$. A molecule with direction cosines $u_p,u_q,u_z$ is at $p=\ell u_p$, $q=\ell u_q$ after a path $\ell$. It meets the wall when

$$\ell^2(u_p^2+u_q^2)=d\,\ell u_p .$$

Since $u_p^2+u_q^2=1-u_z^2$, the non-zero solution and the axial distance are

$$\ell=\frac{d\,u_p}{1-u_z^2},\qquad \zeta=\ell u_z=\frac{d\,u_pu_z}{1-u_z^2}.$$

Write $u_z=\cos\beta$ and $u_p=\sin\beta\cos\varphi$ with $0<\beta<\pi$ and $-\pi/2<\varphi<\pi/2$. Then $\zeta=d\cos\varphi\cos\beta/\sin\beta$. The cosine law gives the probability

$$\frac{u_p}{\pi}\,\sin\beta\,d\beta\,d\varphi=\frac{1}{\pi}\sin^2\!\beta\,\cos\varphi\,d\beta\,d\varphi ,$$

whose integral is $(1/\pi)(\pi/2)(2)=1$, as it must be. The factors $\sin^2\beta$ cancel in the mean square:

$$\langle\zeta^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\!\varphi\,d\varphi\int_0^\pi\cos^2\!\beta\,d\beta
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.$$

The mean of $\zeta$ vanishes because $\beta\to\pi-\beta$ reverses its sign and leaves the weight unchanged. $\square$

The successive wall positions of a reflected molecule thus form a random walk with symmetric steps of finite variance. This is why the gas diffuses although its molecules never meet.

### Lemma 3: direct flights

Let $F(y)$ be the probability that a molecule, having crossed one cross-section with the cosine distribution, crosses a second one at axial distance $y$ without touching the wall in between. Let $\kappa(\zeta)$ be the probability density of $\zeta$ and

$$G(y)=\int_y^\infty(\zeta-y)\,\kappa(\zeta)\,d\zeta .$$

Then

$$F(y)=\frac{4}{d}\,G(y),\qquad \int_0^\infty F(y)\,dy=\frac{2d}{3}.$$

*Proof.* Consider an infinite tube whose wall emits the uniform flux $J$ by the cosine law. Every line of sight not parallel to the axis ends on the wall, and along each line the number of molecules per solid angle and projected area keeps its wall value $J/\pi$. Each cross-section is therefore crossed in either direction by the flux $J$ with the cosine distribution. The number per time that crosses the planes $0$ and $y$ in one flight is $JAF(y)$.

The same number can be counted at the points of departure. A molecule emitted at $z=-s$ crosses both planes if $\zeta>s+y$. The wall emits $\pi dJ\,ds$ molecules per time from a strip of width $ds$, so

$$JAF(y)=\pi dJ\int_0^\infty ds\int_{s+y}^\infty\kappa(\zeta)\,d\zeta .$$

For given $\zeta>y$ the variable $s$ runs from $0$ to $\zeta-y$. Exchanging the integrations gives $\pi dJ\,G(y)$ on the right, and division by $JA=J\pi d^2/4$ gives the first statement. For the second, the same exchange yields

$$\int_0^\infty G\,dy=\int_0^\infty\frac{\zeta^2}{2}\,\kappa(\zeta)\,d\zeta=\frac{\langle\zeta^2\rangle}{4},$$

because positive and negative $\zeta$ contribute equally to $\langle\zeta^2\rangle$. Multiplication by $4/d$ and Lemma 2 give $2d/3$. $\square$

### Lemma 4: transmission of a long tube

A tube of length $x$ with a fully reflecting wall receives the flux $J$ at its left end and opens into vacuum at its right end. Let $W$ be the fraction of entering molecules that leave on the right. Then

$$\lim_{x\to\infty}\frac{x}{d}\,W=\frac43 .$$

*Proof.* Let $JI(z)$ be the flux striking the wall at $z$. The wall re-emits the same flux. In the steady state the net number crossing any plane per time is $JAW$, independent of $z$. Integrating it over the length gives $JAWx$. This integral can also be obtained flight by flight, because a flight contributes the axial distance it covers inside the tube, counted positive to the right.

For a molecule emitted from the wall at $z$ the mean of the full distance $\zeta$ is zero. Flights that leave on the right have the part $\zeta-(x-z)$ cut off, which lowers the mean by $G(x-z)$. Flights that leave on the left raise it by $G(z)$. A molecule entering at the left end gets beyond $y$ in its first flight with probability $F(y)$, so its mean first distance inside the tube is $\int_0^xF\,dy$. Adding the two groups,

$$JAWx=\pi dJ\int_0^xI(z)\,[G(z)-G(x-z)]\,dz+JA\int_0^xF(z)\,dz .$$

By Lemma 3, $\pi dG=AF$. Dividing by $JA$, and replacing $z$ by $x-z$ in the term with $G(x-z)$, one finds

$$Wx=\int_0^xF(z)\,[\,1+I(z)-I(x-z)\,]\,dz .$$

If both ends received the flux $J$, the wall would be struck uniformly by $J$. That situation is the sum of the given one and its mirror image, hence $I(z)+I(x-z)=1$ and

$$Wx=2\int_0^xF(z)\,I(z)\,dz .$$

It remains to find $I$ near the mouth of a long tube. Trace a molecule that arrives at $z$ backwards. Since $\kappa$ is symmetric, the backward path is the same random walk, and $I(z)$ is the probability that it leaves through the left end before the right one. In a tube without a right end the walk passes the left end sooner or later. To see this, divide the walk into blocks of steps and make each block so long that its spread, which grows as the square root of the number of steps, far exceeds the distance from the left end reached before it. By the central limit theorem the walk then stands beyond the left end at the close of the block with a probability close to one half. The chance of surviving many blocks tends to zero. The exit therefore happens after a finite number of steps, during which a sufficiently distant right end is reached with a probability as small as desired. Thus $I(z)\to1$ at fixed $z$ as $x\to\infty$.

Since $0\le I\le1$ and $F$ has a finite integral, the limit may be taken under the integral:

$$Wx\to2\int_0^\infty F\,dz=\frac{4d}{3}.\qquad\square$$

In the opposite limit $x\to0$ the symmetry $I(z)+I(x-z)=1$ and $F\to1$ give $Wx\to x$, so $W\to1$, as expected for a mere opening.

### Proof of the theorem

Let the front stand at $x=\alpha d$. By assumption 6 the hole above it is a reflecting tube, and whatever passes the front is lost to the gas as if it had gone into vacuum. By assumption 5 the rate of loss is $JAW(\alpha)$. The advance $dx$ fills $K\pi d\,dx$ sites, so

$$K\pi d\,\frac{dx}{dt}=J\,\frac{\pi d^2}{4}\,W(\alpha).$$

With $dx=d\,d\alpha$ and $d\Phi=(J/K)\,dt$ this becomes $d\Phi/d\alpha=4/W(\alpha)$. The flat bottom has $KA$ sites and receives $JAW(a)$ once the wall is full, which takes the further exposure $1/W(a)$. Altogether

$$\Phi(a)=4\int_0^a\frac{d\alpha}{W(\alpha)}+\frac{1}{W(a)} .$$

By Lemma 4, for every $\varepsilon>0$ there is an $\alpha_0$ beyond which $|1/W-3\alpha/4|\le\varepsilon\alpha$. Below $\alpha_0$ the function $1/W$ is bounded, because $W$ is at least the probability $F$ of a direct passage. Since $4\int_0^a(3\alpha/4)\,d\alpha=3a^2/2$,

$$\left|\,4\int_0^a\frac{d\alpha}{W}-\frac{3a^2}{2}\right|\le 4\int_0^{\alpha_0}\left|\frac1W-\frac{3\alpha}{4}\right|d\alpha+2\varepsilon a^2 .$$

After division by $a^2$ the first term on the right vanishes for $a\to\infty$, and $\varepsilon$ is arbitrary. The bottom adds $1/W(a)$, which grows only as $a$. Hence $\Phi/a^2\to3/2$. Lemma 1 converts $\Phi=Jt/K$ into the stated $Pt$. $\square$

**Remark on the two powers of $a$.** The wall has $4a$ times the area of the mouth. If every entering molecule were bound, $\Phi=4a$ would suffice. The second power comes from molecules that enter, wander over the filled wall and leave again. To leading order the fraction used is $4a/(3a^2/2)=8/(3a)$, so the deeper hole needs more gas and also wastes a larger share of it.

**Remark on partial filling.** The leading law holds at each intermediate depth $x\gg d$ and gives $x^2=2d^2Jt/(3K)$. The front advances as the square root of time, and half the depth takes a quarter of the exposure. A measured penetration depth in this regime determines $K$ if $J$ is known. It does not determine the sticking probability.

## Second half: corrections, finite sticking and a worked case

The hole has diameter $d$, depth $L$ and $a=L/d$. Its mouth receives the flux $J=P/\sqrt{2\pi mkT}$, its wall holds $K$ molecules per area, and $\Phi=Jt/K$ is the reduced exposure. A reflecting tube of length $\alpha d$ transmits the fraction $W(\alpha)$. The first half established

$$\langle\zeta^2\rangle=\frac{2d^2}{3},\qquad \alpha W\to\frac43,\qquad \Phi(a)=4\int_0^a\frac{d\alpha}{W}+\frac1{W(a)}\simeq\frac32a^2 ,$$

where $\zeta$ is the axial length of one flight between wall points and the last relation is the leading term for a sharp front. With lengths in units of $d$, the probability $F(y)$ of a direct flight between cross-sections $y$ apart, and the wall impingement $I$ in units of $J$, satisfy $\alpha W=2\int_0^\alpha FI\,dy$ and $\int_0^\infty F\,dy=2/3$.

### Proposition 1: Gordon's polynomial

If the transmission is approximated at all lengths by $1/W=1+3\alpha/4$, the saturation exposure is

$$\Phi_{\rm G}=1+\frac{19}{4}a+\frac32a^2 .$$

*Proof.* The approximation joins the two limits $W\to1$ for a short tube and $W\to4/(3\alpha)$ for a long one. The wall requires

$$4\int_0^a\left(1+\frac{3\alpha}{4}\right)d\alpha=4a+\frac32a^2 ,$$

and the bottom requires $1/W(a)=1+3a/4$. In the sum the linear terms are $4a+3a/4=19a/4$. $\square$

The constant $1$ is the exposure of a flat surface that binds every arriving molecule. The term $4a$ is the area of the wall relative to the mouth, and $3a/4$ is the cost of supplying the bottom through the full hole. The leading term does not depend on the interpolation, but the linear one does.

The size of that dependence follows from the computed transmission. Solving the exchange of molecules between narrow rings of the wall gives $W=0.191$ for a tube of length $5d$, and following random flights gives $0.192$. With rings of width $0.05d$ the difference $1/W-(1+3\alpha/4)$ is $0.48$ at $\alpha=5$ and $1.15$ at $\alpha=80$. The finite ring width makes the second value too low by about $0.04$, as the remark below explains; in the limit of narrow rings the two values are $0.49$ and $1.19$. The tube transmits less than the interpolation says. The difference in $1/W$ grows slowly with length, but it becomes smaller relative to $1/W$ itself. Between $\alpha=40$ and $80$ the mean slope of $1/W$ is $0.754$, within one per cent of the limiting $3/4$. With the computed $W$ the sharp-front balance at $a=40$ requires $\Phi=2712$ ($2713$ in the limit of narrow rings), whereas the polynomial gives $2591$. The polynomial is low by $4.7$ per cent relative to its own value.

For a sharp front, the exposure that saturates a deep hole is $\frac32a^2$ to leading order, and Gordon's polynomial falls 4.7 per cent below the computed sharp-front value at $a=40$. Still to come are the origin of the slowly growing difference in $1/W$, the effect of a finite sticking probability, a worked case and the limits of the law.
